# Why high-permittivity gate layers reduce tunnelling: thickness at fixed capacitance

A gate electrode controls the charge in a transistor channel through a thin insulating layer. Strong control needs a large capacitance per area, which can be had by making the layer thin. At about a nanometre, however, electrons tunnel through it. If the layer is replaced by one of higher permittivity and the same capacitance, tunnelling can fall by many orders of magnitude. Does the high permittivity itself hold the electrons back? To find out, permittivity must be changed while thickness and barrier stay as they are.

## A counter-example

Take one uniform layer between $x=0$ (emitter) and $x=t$ (collector), with relative permittivity $k$ and no charge inside. An electron arrives at normal incidence and tunnels elastically and coherently. Its mass is $m_e$ in the electrodes and $m\,m_e$ in the layer. Image forces are left out.

Let $V(x)$ be the electrostatic potential, with $V(0)=0$ and $V(t)=V>0$. Since the layer holds no charge, Gauss's law gives

$$\frac{d}{dx}\left(\varepsilon_0 k\frac{dV}{dx}\right)=0 .$$

The constant $\varepsilon_0k$ divides out, so $V(x)$ is a straight line, and the two boundary values fix it: $V(x)=Vx/t$. With $e>0$, the electron's potential energy changes by $-eV(x)$. If the barrier stands a height $\phi$ above the electron energy $E$ at the emitter face, then inside the layer

$$U(x)-E=\phi-eV\frac{x}{t}. \tag{1}$$

We take $eV<\phi$, so the electron is below the barrier throughout the layer: this is direct tunnelling. Permittivity is absent from (1). It does set the charge on the plates, whose magnitude per area is

$$Q=\varepsilon_0k\frac{dV}{dx}=\frac{\varepsilon_0k}{t}V=CV,\qquad C=\frac{\varepsilon_0k}{t}. \tag{2}$$

Choose round model parameters, which stand for no particular material: $\phi=3$ eV, $m=0.4$, $V=0.5$ V, and a kinetic energy of 1 eV in the emitter. The two electrodes are alike apart from the voltage between them, so the kinetic energy in the collector is larger by $eV$, here 1.5 eV. The transmission $T$ is the transmitted current divided by the incident current. Integrating the Schrödinger equation through the barrier gives the following values; the labels are those of the numerical output.

| Case | $k$ | $t$ (nm) | $C$ (µF/cm²) | $T$ |
|---|---|---|---|---|
| A | 4 | 1 | 3.54 | $4.40\times10^{-5}$ |
| B | 12 | 1 | 10.6 | $4.40\times10^{-5}$ |
| C | 12 | 3 | 3.54 | $2.05\times10^{-14}$ |
| D | 4 | 3 | 1.18 | $2.05\times10^{-14}$ |

From A to B, permittivity triples and $T$ does not change. Layer B stores three times the charge at the same voltage across the layer, but each electron meets the same barrier. Within this model, high permittivity by itself does not block tunnelling. The omitted image force is an exception: between two ideal electrodes it lowers the barrier at mid-layer by $e^2\ln2/(4\pi\varepsilon_0kt)$, which is 0.25 eV in A and 0.08 eV in B. With it included, $T$ in B is roughly a third of that in A, and no value of $k$ at this thickness lowers $T$ by more than about a factor of ten. These figures depend on how the image potential is cut off at the faces, and the permittivity that screens it for a fast electron is the optical one rather than the static $k$. The effect is real but small beside that of thickness.

From A to D, only the thickness changes, and $T$ falls to $4.67\times10^{-10}$ of its value in A. Layer C has the same transmission as D. What its higher permittivity adds is capacitance: C matches A, whereas D has a third of that value. The benefit of C over A is therefore the extra thickness that permittivity makes affordable.

## The general statement

For a given potential energy $U(x)$, layer mass and set of electrode states, one-electron transmission does not depend on permittivity. With image forces left out, in a uniform, charge-free layer at fixed thickness, fixed emitter barrier and fixed layer voltage, changing $k$ leaves $U(x)$ unchanged, and so leaves $T$ unchanged.

At fixed capacitance, (2) requires $t=\varepsilon_0k/C$. If permittivity rises by a factor $g>1$ with the same barrier, mass and voltage, the thickness rises by $g$. For a slowly varying and nearly opaque barrier,

$$\frac{T_{\rm new}}{T_{\rm old}}\approx e^{-(g-1)S}, \tag{3}$$

where $S$ is the tunnelling exponent of the old layer, derived below.

## Proof: permittivity is absent from the wave problem

With a mass that depends on position, the kinetic term can be ordered in more than one way. The choice alters the matching at the faces, and with it the prefactor and the quoted ratios between layers of different mass, but neither the exponent nor the absence of $k$. We use the common form

$$-\frac{\hbar^2}{2m_e}\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)+U\psi=E\psi .$$

Integrating it over a vanishing interval around a face shows that $\psi'/m$ is continuous, because $U$ and $\psi$ are finite there; $\psi$ is continuous too. Inside the layer $m$ is constant, so

$$\psi''=\kappa^2\psi,\qquad \kappa=K\sqrt{m(U-E)},\qquad K=\frac{\sqrt{2m_e}}{\hbar}. \tag{4}$$

With energies in eV and lengths in nm, $K=5.1232\ \mathrm{nm^{-1}\,eV^{-1/2}}$. In the electrodes the waves are $e^{\pm iqx}$, with wave numbers $q_L$ (emitter) and $q_R$ (collector). The equation, the matching conditions and the electrode waves contain $U$, $m$, $t$, $q_L$ and $q_R$, but not $k$. Equal values of these quantities therefore give equal $T$. This proves the first part without any approximation to the wave equation.

## Proof: how thickness acts

**A flat barrier.** Set $V=0$, so that $\kappa$ is constant and $q_L=q_R=q$. Define $w=\kappa/m$ and $r=w/q$. Let the transmitted wave have amplitude one at $x=t$. Then $\psi(t)=1$ and $\psi'(t)/m=iq$ on the layer side. The solution of (4) with these values is

$$\psi(x)=\cosh\kappa(x-t)+\frac{iq}{w}\sinh\kappa(x-t).$$

Write $c=\cosh\kappa t$ and $s=\sinh\kappa t$. Since $\sinh$ is odd,

$$\psi(0)=c-\frac{i}{r}s,\qquad \frac{\psi'(0)}{m}=-ws+iqc .$$

In the emitter $\psi=Ae^{iqx}+Be^{-iqx}$, so at $x=0$ the two matching conditions read $A+B=\psi(0)$ and $iq(A-B)=\psi'(0)/m$. Dividing the second by $iq$ and adding the first gives

$$A=\frac12\left[\psi(0)+\frac{1}{iq}\frac{\psi'(0)}{m}\right]
=c+\frac{i}{2}\left(r-\frac1r\right)s .$$

Here $-ws/(iq)=+irs$ was used. With $c^2=1+s^2$ and $1+\frac14(r-1/r)^2=\frac14(r+1/r)^2$,

$$T=\frac1{|A|^2}=\left[1+\frac14\left(r+\frac1r\right)^2\sinh^2\kappa t\right]^{-1}. \tag{5}$$

Since $\sinh\kappa t$ grows with $t$, a thicker flat barrier transmits less, however thin it is. As $t\to0$ the fall is not exponential and $T$ tends to one; for $\kappa t\gg1$, $T$ falls as $e^{-2\kappa t}$.

For $\phi=3$ eV, $m=0.4$ and $t=1$ nm, $\kappa=5.1232\sqrt{1.2}=5.612\ \mathrm{nm^{-1}}$ and $r=2.739$. Formula (5) gives $T=2.217\times10^{-5}$, in agreement with direct integration.

**A tilted barrier.** Now $\kappa$ varies with $x$. Try $\psi=a(x)e^{\sigma\theta(x)}$ with $\theta'=\kappa$ and $\sigma=\pm1$. Differentiating twice,

$$\psi''=\left[a''+\sigma(2\kappa a'+\kappa'a)+\kappa^2a\right]e^{\sigma\theta}.$$

The middle bracket vanishes for $a=\kappa^{-1/2}$. What remains beyond $\kappa^2\psi$ is the $a''$ term, which is neglected when $\kappa$ varies slowly. The derivative is $\psi'=(\sigma\kappa-\kappa'/2\kappa)\psi$, and its second term is dropped when $|\kappa'|/(2\kappa^2)\ll1$.

Let $L$ and $R$ mark values at the emitter and collector faces, and let $\Theta(x)=\int_x^t\kappa\,dx'$, so that $\Theta'=-\kappa$. Then

$$\psi(x)\approx\sqrt{\frac{\kappa_R}{\kappa(x)}}\left[Fe^{\Theta(x)}+Ge^{-\Theta(x)}\right].$$

With a transmitted wave of amplitude one at $x=t$, the collector face requires $F+G=1$ and $-w_R(F-G)=iq_R$. Hence $F=\frac12(1-iq_R/w_R)$, while $G=\frac12(1+iq_R/w_R)$ has the same modulus. Define

$$S=2\int_0^t\kappa\,dx .$$

At the emitter face the $G$ term is smaller than the $F$ term by $e^{-S}$. For a nearly opaque layer it can be dropped, leaving

$$\psi(0)\approx F\sqrt{\frac{\kappa_R}{\kappa_L}}\,e^{S/2},\qquad
\frac{\psi'(0)}m\approx-w_L\psi(0).$$

The incident amplitude follows as in the flat case: $A=\frac12\psi(0)(1+iw_L/q_L)$. Since $m$ is constant, $\kappa_R/\kappa_L=w_R/w_L$, and

$$|A|^2\approx\frac1{16}\frac{w_R}{w_L}
\left(1+\frac{q_R^2}{w_R^2}\right)
\left(1+\frac{w_L^2}{q_L^2}\right)e^S .$$

The current in each electrode is proportional to wave number times squared amplitude, so $T=(q_R/q_L)/|A|^2$. Collecting factors,

$$T\approx Pe^{-S},\qquad
P=\frac{16q_Lq_Rw_Lw_R}{(q_L^2+w_L^2)(q_R^2+w_R^2)}. \tag{6}$$

The prefactor contains values at the two faces. At fixed $\phi$, $V$, $m$ and emitter energy these do not depend on $t$. Thickness enters through $S$. Using (1) and $x=ts$, where $s$ now runs from 0 to 1,

$$S=2Kt\sqrt m\int_0^1\sqrt{\phi-eVs}\,ds
=\frac{4Kt\sqrt m}{3eV}\left[\phi^{3/2}-(\phi-eV)^{3/2}\right]. \tag{7}$$

Thus $S$ is proportional to $t$. Multiplying $t$ by $g$ changes the exponent from $S$ to $gS$ and leaves $P$ alone, which proves (3).

For case A, the bracket in (7) is $3^{3/2}-2.5^{3/2}=1.2433$ in $\mathrm{eV}^{3/2}$, so

$$S=\frac{4(5.1232)(1)\sqrt{0.4}}{3(0.5)}(1.2433)=10.74 .$$

With $P=2.037$, (6) gives $T\approx4.40\times10^{-5}$. Tripling the thickness gives $S=32.23$. The predicted ratio between C and A is $e^{-2(10.7427)}=4.666\times10^{-10}$; direct integration gives $4.667\times10^{-10}$.

## When the material changes as well

A real replacement may alter $\phi$ and $m$ along with $k$. Insert $t=\varepsilon_0k/C$ into (7):

$$S=2K\frac{\varepsilon_0}{C}M,\qquad
M=k\sqrt m\int_0^1\sqrt{\phi-eVs}\,ds. \tag{8}$$

At fixed $C$ and $V$, the exponent improves if $M$ rises. For $eV\ll\phi$ the integral tends to $\sqrt\phi$ and $M$ to $k\sqrt{m\phi}$. A high permittivity can therefore be offset by a low barrier or a small mass. This form of $M$ assumes one constant mass at every energy below the barrier top. Deep in the gap of a real insulator $\kappa$ grows more slowly than $\sqrt{U-E}$, so there $m$ must be read as a fitted tunnelling mass and $M$ as a guide.

Two further layers have $k=12$, $t=3$ nm and the capacitance of A, for which $M=4.19\ \mathrm{eV^{1/2}}$. Case E has $\phi=1.5$ eV and $m=0.2$. Its $M$ is $5.99\ \mathrm{eV^{1/2}}$ and its transmission is $4.70\times10^{-7}$, about one hundredth of that of A. The benefit remains, but much of the gain found in C is gone.

Case F has $\phi=1$ eV and $m=0.1$. Its $M$ is $3.27\ \mathrm{eV^{1/2}}$, below that of A, and $T=4.38\times10^{-4}$, about ten times that of A. This layer has triple the permittivity and triple the thickness, yet it transmits more.

Near equal values of $M$ the prefactors matter too. Within (6), the new layer transmits less when $S_{\rm new}-S_{\rm old}>\ln(P_{\rm new}/P_{\rm old})$. Comparing $M$ alone is thus a leading criterion.

Approximation (6) is also less accurate for F: it lies 1.7% above direct integration, against 0.04% for A. Both the $a''$ term and the slope term dropped in deriving (6) are small when $\kappa$ varies slowly. From (4) and (1), its rate of variation is measured by

$$\frac{|\kappa'|}{2\kappa^2}=\frac{eV/t}{4K\sqrt m\,(U-E)^{3/2}} .$$

At the collector face this is about 0.07 for F and 0.01 for A. The low barrier and small mass make $\kappa$ vary faster on its own length scale. The measure signals when (6) degrades but overstates its error: the two dropped terms shift $T$ in opposite directions and partly cancel, and in all seven cases the relative error of (6) is less than a fifth of the sum of this measure at the two faces.

## Fixed charge is a different comparison

Permittivity can affect transmission indirectly, by changing the barrier. Suppose thickness and plate charge are fixed instead of thickness and voltage. Equation (2) then gives

$$V=\frac{Qt}{\varepsilon_0k},$$

so a larger $k$ lowers the voltage and tilts the barrier less. Case G has $k=12$, $t=1$ nm and the charge of A. Its voltage is $0.5/3=0.167$ V, and its transmission is $2.81\times10^{-5}$, or 0.64 times that of A.

Two factors make up this reduction. The exponent rises from 10.743 to 11.067, because the barrier is higher at every point beyond the emitter face; this contributes $e^{-0.324}=0.72$. The prefactor falls from 2.037 to 1.796, which contributes 0.88. Their product is 0.64.

This effect has a limit. As $k$ grows at fixed charge and thickness, $V$ tends to zero and the barrier becomes flat. The transmission then tends to the flat-barrier value $2.22\times10^{-5}$, about half that of A, and not to zero. The added thickness in C, by contrast, reduced $T$ by more than nine orders of magnitude.

An interlayer opens another indirect route. With no charge at the boundary between an interlayer $i$ and a high-permittivity layer $h$, the product of permittivity and field is the same in both: $k_iV_i/t_i=k_hV_h/t_h$. Hence

$$\frac{V_i}{V_h}=\frac{k_h}{k_i}\frac{t_i}{t_h}.$$

Raising $k_h$ at fixed thicknesses and fixed total voltage moves voltage onto the interlayer and changes $U(x)$. The single-layer result at fixed voltage then no longer applies to the whole stack, although the transmission for any given $U(x)$ is still independent of permittivity.

All these results concern the transmission of one incident electron state. A leakage current also requires the number of electrons arriving in each state and a sum over those states, which is not calculated here.

## Calculated quantities

```
Emitter kinetic energy = 1.0 eV
sqrt(2 m_e)/hbar = 5.1232 nm^-1 eV^-1/2
Flat barrier: 3 eV, 1 nm, mass 0.4 (V = 0)
  kappa = 5.6121 nm^-1; r = 2.7386
  T integrated = 2.21664e-05; T formula = 2.21664e-05
Case A: k = 4, t = 1 nm, phi = 3.0 eV, m = 0.4
  V = 0.5000 V; C = 3.5417 uF/cm^2; Q = 1.7708 uC/cm^2
  S = 10.7427; M = 4.1938 eV^1/2; P = 2.0366
  T integrated = 4.3979e-05; P exp(-S) = 4.3995e-05
Case B: k = 12, t = 1 nm, phi = 3.0 eV, m = 0.4
  V = 0.5000 V; C = 10.6250 uF/cm^2; Q = 5.3125 uC/cm^2
  S = 10.7427; M = 12.5814 eV^1/2; P = 2.0366
  T integrated = 4.3979e-05; P exp(-S) = 4.3995e-05
Case C: k = 12, t = 3 nm, phi = 3.0 eV, m = 0.4
  V = 0.5000 V; C = 3.5417 uF/cm^2; Q = 1.7708 uC/cm^2
  S = 32.2282; M = 12.5814 eV^1/2; P = 2.0366
  T integrated = 2.0525e-14; P exp(-S) = 2.0529e-14
Case D: k = 4, t = 3 nm, phi = 3.0 eV, m = 0.4
  V = 0.5000 V; C = 1.1806 uF/cm^2; Q = 0.5903 uC/cm^2
  S = 32.2282; M = 4.1938 eV^1/2; P = 2.0366
  T integrated = 2.0525e-14; P exp(-S) = 2.0529e-14
Case E: k = 12, t = 3 nm, phi = 1.5 eV, m = 0.2
  V = 0.5000 V; C = 3.5417 uF/cm^2; Q = 1.7708 uC/cm^2
  S = 15.3437; M = 5.9899 eV^1/2; P = 2.1719
  T integrated = 4.6984e-07; P exp(-S) = 4.7116e-07
Case F: k = 12, t = 3 nm, phi = 1.0 eV, m = 0.1
  V = 0.5000 V; C = 3.5417 uF/cm^2; Q = 1.7708 uC/cm^2
  S = 8.3784; M = 3.2708 eV^1/2; P = 1.9380
  T integrated = 4.3784e-04; P exp(-S) = 4.4530e-04
Case G: k = 12, t = 1 nm, phi = 3.0 eV, m = 0.4
  V = 0.1667 V; C = 10.6250 uF/cm^2; Q = 1.7708 uC/cm^2
  S = 11.0669; M = 12.9610 eV^1/2; P = 1.7963
  T integrated = 2.8057e-05; P exp(-S) = 2.8058e-05
T ratio B/A (only k changed) = 1.000000
T ratio D/A (only t changed) = 4.6671e-10
T ratio C/A (equal capacitance) = 4.6671e-10
  predicted by exp[-(g-1)S] = 4.6663e-10
T ratio E/A (lower barrier, mass) = 1.0683e-02
T ratio F/A (lowest barrier, mass) = 9.9557
T ratio G/A (equal charge) = 0.6380
```
